\section*{Flux from a Uniform Lambertian Disk to a Parallel On-Axis Element, part 2}

The problem is to find the flux of atoms that a flat evaporating disk of radius $R$ sends to a small element on its axis, at distance $h$, parallel to the disk and facing it. The disk emits $J_0$ atoms per unit area and unit time, the same everywhere, and $F$ is the number arriving per unit area and unit time. Atoms fly in straight lines without collisions, nothing blocks them, and no other surface emits. The result is
\begin{equation}
\frac{F}{J_0}=\frac{R^2}{R^2+h^2}.
\label{main}
\end{equation}

The saturated vapour has temperature $T$, pressure $p$, number density $n$, atomic mass $m$ and mean speed $\bar v$; $k$ is Boltzmann's constant. Its Maxwell distribution, normalised to one over all velocities, is
\begin{equation}
f(v)=\left(\frac{a}{\pi}\right)^{3/2}e^{-av^2},\qquad a=\frac{m}{2kT}.
\end{equation}

A patch $dS$ at distance $s$ from the disk's centre lies at $r=\sqrt{s^2+h^2}$ from the element. The line joining them makes angle $\theta$ with the disk's normal and $\theta'$ with the element's. The patch contributes
\begin{equation}
dF=\frac{J_0}{\pi}\,\frac{\cos\theta\cos\theta'}{r^2}\,dS .
\label{transfer}
\end{equation}
Direct summation means adding these contributions over the disk.

In the cone picture, $d\Omega'=\cos\theta\,dS/r^2$ is the solid angle of the patch seen from the element, and the disk fills a cone of half-angle $\alpha$. Any surface that emits by the cosine law with the same uniform $J_0$ and fills the same cone delivers the same flux.

An element of area $dA$ catches this share of all emitted atoms:
\begin{equation}
\frac{F\,dA}{\pi R^2J_0}=\frac{dA}{\pi(R^2+h^2)} .
\label{share}
\end{equation}

The example is a silver melt with $R=1.0$ cm, $h=20$ cm, a temperature of 1300 K and a vapour pressure of 0.010 Torr. Fluxes are given in cm$^{-2}$ s$^{-1}$ unless marked otherwise. The subscript $g$ marks quantities of the residual gas.

\section{A silver source and the limits of the model}

A disk of radius $R$ emits $J_0$ atoms per unit area and time with the cosine law $J_0\cos\theta/\pi$ per unit solid angle. A parallel element on the axis at distance $h$ receives
\begin{equation}
F=J_0\frac{R^2}{R^2+h^2}=J_0\sin^2\alpha,\qquad \tan\alpha=\frac Rh .
\label{restate}
\end{equation}
For an ideal surface $J_0=p/\sqrt{2\pi mkT}=n\bar v/4$, where $p$ and $n$ are the pressure and density of the saturated vapour, $m$ is the atomic mass and $\bar v$ the mean speed. Seen from the element, each solid angle $d\Omega'$ filled by the source contributes $(J_0/\pi)\cos\theta'\,d\Omega'$.

Take an open melt of silver with $R=1.0$ cm and a substrate at $h=20$ cm. As rough typical values, let the temperature be 1300 K and the vapour pressure 0.010 Torr, or 1.333 Pa. Then $kT=1.795\times10^{-20}$ J, and the vapour density is $n=p/(kT)=7.43\times10^{13}$ cm$^{-3}$. With $m=1.791\times10^{-25}$ kg,
\begin{equation}
J_0=\frac{1.333\ \mathrm{Pa}}
{\sqrt{2\pi(1.791\times10^{-25}\ \mathrm{kg})(1.795\times10^{-20}\ \mathrm J)}}
=9.38\times10^{21}\ \mathrm{m^{-2}\,s^{-1}},
\end{equation}
or $9.38\times10^{17}$ cm$^{-2}$ s$^{-1}$. The geometrical fraction is $1/(1+400)=0.002494$, and the arriving flux is
\begin{equation}
F=0.002494\times9.38\times10^{17}
=2.34\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}

To turn this into a growth rate, assume that every arriving atom sticks and that the film has a density of 10.49 g/cm$^3$, which corresponds to $5.856\times10^{22}$ atoms per cm$^3$. The thickness grows at
\begin{equation}
\frac{2.339\times10^{15}}{5.856\times10^{22}}\ \mathrm{cm/s}
=3.99\times10^{-8}\ \mathrm{cm/s}=0.399\ \mathrm{nm/s},
\end{equation}
about 4 \AA/s. A film of 100 nm takes 250 s. These digits allow the arithmetic to be followed; the rough vapour pressure does not support them as a prediction for a particular source.

The fraction also measures what the film costs. The melt loses $\pi R^2J_0m=0.528$ mg/s. If the removed silver is expressed as a layer of the same density as the film, the melt recedes by $100\ \mathrm{nm}/0.002494=40\ \mu$m while the film grows by 100 nm. A substrate area of 1 cm$^2$ catches $1/(401\pi)=7.9\times10^{-4}$ of the atoms. The recession changes $h$ by 2 parts in $10^4$, which is negligible here.

The effect of a small error in distance follows from the logarithm of equation (\ref{restate}). At fixed $R$ and $J_0$,
\begin{equation}
\frac{d\ln F}{d\ln h}=-\frac{2h^2}{R^2+h^2} .
\end{equation}
For this geometry the value is $-1.995$, so a distance 1\% too large lowers the flux by about 2\%. The far formula $R^2/h^2$ would be in error by 0.25\%. At this distance the finite size of the disk is thus a minor matter, and the physical assumptions deserve more attention.

The angular law is the first of them. When a source emits more strongly along its normal, a simple description replaces $\cos\theta$ by $\cos^q\theta$. To keep $J_0$ as the total flux per unit source area, the emission must be normalised again. Since
\begin{equation}
2\pi\int_0^{\pi/2}\cos^q\theta\sin\theta\,d\theta=\frac{2\pi}{q+1},
\end{equation}
the flux per unit solid angle is $J_0(q+1)\cos^q\theta/(2\pi)$. The element adds one further cosine, and each cosine is $h/\sqrt{s^2+h^2}$ for a ring of radius $s$. The sum over rings is
\begin{equation}
\frac F{J_0}=(q+1)h^{q+1}\int_0^R\frac{s\,ds}{(s^2+h^2)^{(q+3)/2}} .
\end{equation}
With $w=s^2+h^2$ the integral is $\frac12\int w^{-(q+3)/2}dw$, whose antiderivative is $-w^{-(q+1)/2}/(q+1)$. Inserting the limits gives
\begin{equation}
\frac F{J_0}=1-\left(\frac{h^2}{R^2+h^2}\right)^{(q+1)/2}
=1-\cos^{q+1}\alpha .
\label{peaked}
\end{equation}
For $q=1$ this is $\sin^2\alpha$, as it must be. Close to the disk it tends to one for any $q>-1$. Far away, $\cos\alpha\simeq1-R^2/(2h^2)$, and the flux becomes $(q+1)/2$ times the Lambertian value. For $q=2$ and the silver geometry the factor is 1.50. At the same $J_0$, a modest sharpening of the emission therefore changes the on-axis flux by half, far more than the finite size of the source does.

The second assumption is uniform emission. Suppose that the melt is cooler at its rim, with
\begin{equation}
T(s)=T_0-\Delta T\,\frac{s^2}{R^2} .
\end{equation}
The vapour pressure follows the Clausius--Clapeyron relation. If the volume of the liquid is neglected beside that of an ideal vapour, it reads $dp/dT=Lp/(kT^2)$, where $L$ is the heat of evaporation per atom. For constant $L$ it integrates to $p\propto e^{-L/kT}$. To first order in $\Delta T/T_0$,
\begin{equation}
\frac Lk\left(\frac1{T(s)}-\frac1{T_0}\right)\simeq
b\,\frac{s^2}{R^2},\qquad b=\frac{L\,\Delta T}{kT_0^2} .
\end{equation}
The emission then falls as $e^{-bu}$ with $u=s^2/R^2$. (The numerical output prints $b$ as ``exponent a''; it is unrelated to $a=m/(2kT)$.) A distant element weights equal areas equally, and the area is proportional to $u$, so relative to a melt at $T_0$ throughout the flux is
\begin{equation}
\int_0^1e^{-bu}\,du=\frac{1-e^{-b}}b .
\end{equation}
Take $L=2.65$ eV as a rough value and a rim 10 K cooler than the centre. With $kT_0=0.112$ eV, $b=(2.65/0.112)(10/1300)=0.182$, and the estimate is 0.914. Integration with the full temperature dependence, including the factor $1/\sqrt T$ in $J_0$, and with the exact distances gives 0.916. The flux is about 8\% below that of the uniform melt. If instead the whole melt were 10 K cooler, $J_0$ would fall by about $1-e^{-0.182}=17\%$ to first order, or 16\% with the full temperature dependence, while the fraction $F/J_0$ would not change.

The third assumption is free flight through the vapour itself. Atoms are densest near the melt, so the density along the axis is needed. A patch $dS$ sends atoms of speed $v$ to a point at distance $r$ with a flux $nv\cos\theta\,f(v)v^2dv\,dS/r^2$ across a surface normal to their flight, where $f$ is the Maxwell distribution. Their density is this flux divided by $v$. Since $\cos\theta\,dS/r^2$ is the solid angle $d\Omega'$ of the patch seen from the point, the density is $nf(v)v^2dv\,d\Omega'$. Normalisation of $f$ means that $\int_0^\infty f\,v^2dv=1/(4\pi)$. At height $z$ the disk fills the solid angle $2\pi(1-z/\sqrt{z^2+R^2})$, and
\begin{equation}
n(z)=\frac n2\left[1-\frac z{\sqrt{z^2+R^2}}\right] .
\end{equation}
At the surface the density is $n/2$, because only the outgoing half of the atoms is present. Using $\int z\,dz/\sqrt{z^2+R^2}=\sqrt{z^2+R^2}$, the number of atoms per unit area along the path is
\begin{equation}
N=\int_0^hn(z)\,dz=\frac n2\left[R+h-\sqrt{R^2+h^2}\right].
\label{column}
\end{equation}
For $h\gg R$ this tends to $nR/2$. A longer path then adds few collisions, because the vapour has already thinned out; a wider source or a denser vapour adds them in proportion.

Here the bracket is 0.975 cm and $N=3.62\times10^{13}$ cm$^{-2}$. Treat the atoms as hard spheres of diameter 0.34 nm, a rough value, which gives a collision cross-section $\pi(0.34\ \mathrm{nm})^2=3.63\times10^{-15}$ cm$^2$. If the relative speed of two atoms is taken equal to the speed of one, an atom makes about
\begin{equation}
3.62\times10^{13}\times3.63\times10^{-15}=0.13
\end{equation}
collisions on its way. This estimate is on the high side. The axis is the densest path, whereas the arriving atoms start all over the disk, and away from the melt the atoms fly nearly parallel, so their relative speed is smaller. With both effects included, hard spheres of the same diameter give about 0.09. Neither number is the fraction of atoms lost, since a deflected atom may still reach the substrate and others may be deflected towards it. It does show that collisionless flight is an approximation here. At ten times the vapour density and the same $R$, the estimate is about one collision per atom, and the straight-line model loses its basis.

A crucible can add a further source. Let the melt lie a depth $d$ below the rim of a vertical wall of the same radius $R$, with $h$ still measured from the melt. The rim does not hide any melt from the on-axis element: the line from the element to the edge of the melt passes the rim plane at radius $R(h-d)/h$, which is less than $R$. Between the edge of the melt and the rim, however, the element sees the wall. Suppose that the wall is hot enough to re-emit, with the cosine law, all atoms that land on it, and that it supplies none of its own. Each piece of wall then receives a weighted average of the emission of the melt, the emission of other wall pieces and the zero emission of the opening. Its own emission equals this average. Suppose that the most strongly emitting piece emitted more than $J_0$. No contribution to its average would then exceed its own emission, and those of the melt and the opening would be smaller, so the average would lie below its emission. This is a contradiction, so no piece emits more than $J_0$. The cone picture now gives
\begin{equation}
\frac{R^2}{R^2+h^2}\le\frac F{J_0}\le\frac{R^2}{R^2+(h-d)^2} .
\end{equation}
The lower limit belongs to a wall that emits nothing, the upper one to a wall as bright as the melt. For $d=5$ mm their ratio is $401/(1+19.5^2)=1.052$. Under these assumptions the wall adds at most 5.2\%.

Collisions with residual gas matter less in this example. For nitrogen at $10^{-6}$ Torr and 300 K the density, scaled from that of the silver vapour, is
\begin{equation}
n_g=7.43\times10^{13}\times10^{-4}\times\frac{1300}{300}
=3.2\times10^{10}\ \mathrm{cm^{-3}} .
\end{equation}
With a rough molecular diameter of 0.37 nm, a collision occurs when the centres come within $(0.34+0.37)/2=0.355$ nm, so $\sigma_g=\pi(0.355\ \mathrm{nm})^2=3.96\times10^{-15}$ cm$^2$. For two Maxwellian gases the variances of the velocity components add, and the mean relative speed is $\sqrt{\bar v^2+\bar v_g^2}$. Using this for the silver stream as an estimate, the mean free path is
\begin{equation}
\lambda=\frac{\bar v}{n_g\sigma_g\sqrt{\bar v^2+\bar v_g^2}} .
\end{equation}
Here $\bar v=505$ m/s, and scaling by $\sqrt{T/m}$ gives $\bar v_g=476$ m/s for nitrogen of mass 28 u. The result is $\lambda=57$ m, or $0.20/57=0.0035$ collisions per atom. At fixed gas temperature this number grows in proportion to the gas pressure and to $h$. It says nothing about the purity of the film. Nitrogen at this pressure strikes the substrate at $n_g\bar v_g/4=3.8\times10^{14}$ cm$^{-2}$ s$^{-1}$, about 16\% of the silver flux, and how much of a residual gas enters the film depends on how well it sticks.

An element that is parallel but displaced sideways by $\rho$ receives less. For a small source both cosines are $h/\sqrt{h^2+\rho^2}$ and the squared distance is $h^2+\rho^2$. Relative to the on-axis value, the flux is
\begin{equation}
\left(\frac{h^2}{h^2+\rho^2}\right)^2 .
\end{equation}
At $\rho=2$ cm this is $(400/404)^2=0.980$, and direct summation over the full disk gives 0.980 as well. The on-axis result therefore describes this substrate to about 2\% out to 2 cm from the axis, if the other assumptions hold.

Silver is liquid at 1300 K, so the source in this example is indeed a melt. That the melt is uniform, flat and purely Lambertian is an idealisation. A melt heated by an electron beam is hottest where the beam strikes, so its emitting area is not sharply defined, and at high rates collisions above the melt can make the emission more forward-peaked. In the cases computed here, $\cos^2\theta$ emission raises the flux by 50\% at fixed $J_0$, and a rim 10 K cooler lowers it by 8\% at fixed central temperature. Incomplete sticking lowers the growth rate in proportion, without changing the arriving flux. An evaporation coefficient below one lowers $J_0$, but leaves $F/J_0$ unchanged if it is uniform and the cosine law survives. As long as the emission is uniform and follows the cosine law, the geometrical fraction is more dependable than the absolute rate, which also needs the surface temperature and the vapour pressure. Where the angular law departs from the cosine, the fraction itself changes. The values used in this example are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
EXACT AND FAR FORMULAS, F/J0 (no unit)
h/R =  0.5: exact 0.800000, direct integral 0.800000, far 4.000000
h/R =  1.0: exact 0.500000, direct integral 0.500000, far 1.000000
h/R =  2.0: exact 0.200000, direct integral 0.200000, far 0.250000
h/R =  5.0: exact 0.038462, direct integral 0.038462, far 0.040000
h/R = 20.0: exact 0.002494, direct integral 0.002494, far 0.002500
Random emission, h=R, receiver radius 0.1R: share 0.00498
Formula for the same share: 0.00500
SILVER EXAMPLE, INPUTS (rough typical values)
Source radius R: 1.0 cm
Distance h: 20.0 cm
Source temperature: 1300 K
Vapour pressure: 0.010 Torr = 1.333 Pa
Atomic mass: 107.87 u = 1.7912e-25 kg
Film density: 10.49 g/cm3
RESULTS
Film atom density: 5.856e+22 cm^-3
Saturated vapour density: 7.428e+13 cm^-3
Mean speed of vapour atoms: 505.1 m/s
Emitted flux J0: 9.380e+17 cm^-2 s^-1
Half-angle alpha: 2.862 degrees
Fraction F/J0: 0.002494
Received flux F: 2.339e+15 cm^-2 s^-1
Growth rate: 0.399 nm/s = 3.99 angstrom/s
Source mass loss: 0.528 mg/s
Time for 100 nm: 250 s
Melt recession in that time, solid equivalent: 40.1 um
Share of all atoms caught by 1 cm2: 7.938e-04
Excess of far formula: 0.250 %
NEGLECTED EFFECTS
cos^2 emission, flux relative to cosine law: 1.4991
Heat of evaporation (rough): 2.65 eV per atom
Rim cooler by 10 K: exponent a = 0.1820
Rim effect, flux ratio: 0.9157; estimate 0.9143
Silver collision diameter (rough): 0.34 nm
Vapour column on axis: 3.621e+13 cm^-2
Collisions per atom in vapour (rough): 0.132
Melt recess below rim: 5.0 mm
Hot walls, largest flux ratio: 1.0518
Nitrogen: 1.0e-06 Torr, 300 K, diameter 0.37 nm
Mean free path in nitrogen: 57.1 m
Collisions per atom with nitrogen: 0.00350
Element 2.0 cm off axis, flux ratio: 0.9804
\end{verbatim}
